\section*{Aliased power spectrum of an exponentially correlated rough edge}

\section{Aliasing of a rough edge at the Nyquist frequency}

A resist edge has rms roughness $1.2$ nm and correlation length $15$ nm, and its position is read every $4$ nm. At the highest frequency these readings can represent, $0.125$ cycles/nm, the spectrum of the continuous edge is $0.309\ \mathrm{nm^3}$. The spectrum of the readings is $0.764\ \mathrm{nm^3}$, larger by a factor $2.47$, although no noise has been added. If the interval is halved, the excess at $0.125$ cycles/nm drops to a factor $1.24$, but a factor close to $2.47$ reappears at the new band edge, $0.25$ cycles/nm. Both facts follow from a closed form for the sampled spectrum.

\subsection{The edge and its continuous spectrum}

Let $w(x)$ be the deviation of the edge from its mean line at position $x$ along the line. It is taken as a stationary random function with zero mean and autocovariance
\begin{equation}
R(x)=\langle w(x'+x)\,w(x')\rangle=\sigma^2e^{-|x|/\xi}, \label{eq:R}
\end{equation}
where $\sigma$ is the rms roughness and $\xi$ the correlation length. The two-sided spectrum and its inverse are
\begin{equation}
P(k)=\int_{-\infty}^{\infty}R(x)e^{-ikx}dx,\qquad
R(x)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}P(k)e^{ikx}. \label{eq:conv}
\end{equation}
Here $k=2\pi f$ is in rad/nm, $f$ is in cycles/nm, and $P$ is in $\mathrm{nm^3}$. Setting $x=0$ gives $\sigma^2=\int P\,dk/2\pi=\int P\,df$. A one-sided spectrum would have twice these values.

Splitting the first integral at $x=0$, where $|x|$ changes form, gives
\begin{align}
P(k)&=\sigma^2\left[\int_0^\infty e^{-(1/\xi+ik)x}dx+\int_{-\infty}^0e^{(1/\xi-ik)x}dx\right]\nonumber\\
&=\sigma^2\left[\frac{1}{1/\xi+ik}+\frac{1}{1/\xi-ik}\right]
=\frac{2\sigma^2\xi}{1+k^2\xi^2}. \label{eq:lor}
\end{align}
This Lorentzian falls as $k^{-2}$ for $k\xi\gg1$. The slow fall comes from the cusp of $R$ at zero lag, and it leaves power at frequencies that no finite sampling interval can resolve.

\subsection{The spectrum of the samples}

The edge is now read at points $x_j=j\Delta$, $j=0,\dots,N-1$, without blur or noise. Write $\theta=k\Delta$. The mean periodogram is
\begin{align}
\frac{\Delta}{N}\left\langle\Big|\sum_{j=0}^{N-1}w(x_j)e^{-ij\theta}\Big|^2\right\rangle
&=\frac{\Delta}{N}\sum_{j,l}R\big((j-l)\Delta\big)e^{-i(j-l)\theta}\nonumber\\
&=\Delta\sum_{|m|<N}\left(1-\frac{|m|}{N}\right)R(m\Delta)e^{-im\theta}, \label{eq:per}
\end{align}
because $N-|m|$ pairs of samples have the separation $m=j-l$. For a record much longer than $\xi$ the weight in parentheses is close to one wherever $R$ matters, and the limit $N\to\infty$ defines the sampled spectrum
\begin{equation}
P_s(k)=\Delta\sum_{m=-\infty}^{\infty}R(m\Delta)e^{-im\theta}. \label{eq:ps}
\end{equation}
It has period $2\pi/\Delta$ in $k$ and is even. All its information therefore lies in $0\le k\le k_N$, with $k_N=\pi/\Delta$ the Nyquist frequency.

To relate $P_s$ to $P$, take the inverse transform in \eqref{eq:conv} at $x=m\Delta$ and cut the $k$ axis into bands of width $2\pi/\Delta$, with $k=q+2\pi n/\Delta$:
\begin{equation}
R(m\Delta)=\int_{-k_N}^{k_N}\frac{dq}{2\pi}\,e^{iqm\Delta}F(q),\qquad
F(q)=\sum_{n=-\infty}^{\infty}P\!\left(q+\frac{2\pi n}{\Delta}\right). \label{eq:F}
\end{equation}
The band index has dropped out of the exponential because $e^{2\pi inm}=1$: at the sample points, waves from different bands cannot be told apart. Next multiply \eqref{eq:ps} by $e^{ikm\Delta}$ and integrate over the same band. Since
\begin{equation}
\int_{-k_N}^{k_N}\frac{dk}{2\pi}e^{ik(m-m')\Delta}=\frac{\delta_{mm'}}{\Delta},\label{eq:orth}
\end{equation}
the result is again $R(m\Delta)$. Thus $P_s$ and $F$ have the same Fourier coefficients. Both are continuous, since the terms of $F$ fall as $1/n^2$ and those of \eqref{eq:ps} fall exponentially, so both series converge uniformly. Continuous periodic functions with equal Fourier coefficients are equal, and
\begin{equation}
P_s(k)=\sum_{n=-\infty}^{\infty}P\!\left(k+\frac{2\pi n}{\Delta}\right). \label{eq:fold}
\end{equation}
The terms with $n\ne0$ are the alias images. Each is positive, so ideal point sampling raises the spectrum at every frequency in the band.

\subsection{The closed form}

The lag sum \eqref{eq:ps} is a geometric series. Let $a=\Delta/\xi$ and $\rho=e^{-a}<1$, so that $R(m\Delta)=\sigma^2\rho^{|m|}$. Taking $m=0$, $m>0$ and $m<0$ in turn,
\begin{align}
\frac{P_s}{\sigma^2\Delta}&=1+\frac{\rho e^{-i\theta}}{1-\rho e^{-i\theta}}+\frac{\rho e^{i\theta}}{1-\rho e^{i\theta}}\nonumber\\
&=1+\frac{2\rho\cos\theta-2\rho^2}{1-2\rho\cos\theta+\rho^2}
=\frac{1-\rho^2}{1-2\rho\cos\theta+\rho^2}. \label{eq:geo}
\end{align}
Dividing numerator and denominator by $2\rho$ turns them into $(\rho^{-1}-\rho)/2=\sinh a$ and $(\rho^{-1}+\rho)/2-\cos\theta=\cosh a-\cos\theta$. Hence
\begin{equation}
P_s(k)=\sigma^2\Delta\,\frac{\sinh a}{\cosh a-\cos k\Delta},\qquad a=\frac{\Delta}{\xi}. \label{eq:main}
\end{equation}

For the comparison, write the Lorentzian in the same variables. With $k\xi=\theta/a$ and $\xi a=\Delta$, \eqref{eq:lor} becomes $P=2\sigma^2\Delta\,a/(a^2+\theta^2)$, and the ratio is
\begin{equation}
r(\theta)=\frac{P_s}{P}=\frac{(a^2+\theta^2)\sinh a}{2a(\cosh a-\cos\theta)}. \label{eq:r}
\end{equation}

Three limits show its content. At zero frequency $\sinh a/(\cosh a-1)=\coth(a/2)$, so
\begin{equation}
r(0)=\frac a2\coth\frac a2\simeq1+\frac{a^2}{12}\qquad(a\ll1), \label{eq:r0}
\end{equation}
and the low-frequency plateau is hardly changed when there are many samples per correlation length. For dense sampling, $a\to0$ at fixed $\theta\neq0$, $\sinh a/a\to1$ and $\cosh a\to1$, which gives
\begin{equation}
r(\theta)\to\frac{\theta^2}{2(1-\cos\theta)}=\frac{(\theta/2)^2}{\sin^2(\theta/2)}. \label{eq:dense}
\end{equation}
The correlation length has disappeared: the excess depends only on the position within the band. For sparse sampling, $a\gg1$, the samples are nearly uncorrelated. Then \eqref{eq:main} tends to the flat value $\sigma^2\Delta$, and $r\simeq(a^2+\theta^2)/2a$ grows without limit.

\subsection{Growth of the excess towards Nyquist}

The logarithmic derivative of \eqref{eq:r} is
\begin{equation}
\frac{d\ln r}{d\theta}=\frac{2\theta}{a^2+\theta^2}-\frac{\sin\theta}{\cosh a-\cos\theta}
=\frac{D}{(a^2+\theta^2)(\cosh a-\cos\theta)}, \label{eq:dr}
\end{equation}
with $D=2\theta(\cosh a-\cos\theta)-(a^2+\theta^2)\sin\theta$. The denominator is positive. Since $\cosh a\ge1+a^2/2$,
\begin{equation}
D\ge a^2(\theta-\sin\theta)+\theta\,[\,2(1-\cos\theta)-\theta\sin\theta\,]. \label{eq:D}
\end{equation}
The first term is positive for $\theta>0$. With half angles, the square bracket equals $4\sin\frac\theta2\cos\frac\theta2\,(\tan\frac\theta2-\frac\theta2)$, which is positive for $0<\theta<\pi$; at $\theta=\pi$ the bracket is $4$. Therefore $r$ rises throughout the band and is largest at Nyquist.

There, $\sinh a/(\cosh a+1)=\tanh(a/2)$, so \eqref{eq:r} gives
\begin{equation}
r(\pi)=\frac{a^2+\pi^2}{2a}\tanh\frac a2. \label{eq:rpi}
\end{equation}
The sum over images \eqref{eq:fold}, divided by $P(k_N)$, gives the same quantity as
\begin{equation}
r(\pi)=\sum_{n=-\infty}^{\infty}\frac{a^2+\pi^2}{a^2+(2n+1)^2\pi^2}. \label{eq:images}
\end{equation}
The terms $n=0$ and $n=-1$ are each equal to one. They are the spectrum at $k_N$ and at $-k_N$, which fold onto the same point. Every other term has $(2n+1)^2>1$ and increases with $a$. The whole sum therefore increases with $a$, and its lower limit follows from \eqref{eq:rpi} with $\tanh(a/2)\to a/2$:
\begin{equation}
r(\pi)>\lim_{a\to0}r(\pi)=\frac{\pi^2}{4}\simeq2.467. \label{eq:bound}
\end{equation}
Finer sampling moves the band edge to higher frequency, but the excess at the band edge never falls below this value in the present model. The factor $2$ alone is more general: for any even, positive spectrum whose image sum converges, the two equal terms give $P_s(k_N)\ge2P(k_N)$ under ideal point sampling.

\subsection{Shape next to the band edge}

Put $\theta=\pi-\delta$ with $\delta\ll1$. Then $\cos\theta=-\cos\delta\simeq-1+\delta^2/2$, and the denominator of \eqref{eq:main} is $\cosh a+1-\delta^2/2$. In the Lorentzian, $a^2+\theta^2\simeq a^2+\pi^2-2\pi\delta$. To leading order,
\begin{align}
P_s&\simeq P_s(k_N)\left[1+\frac{\delta^2}{2(\cosh a+1)}\right], \label{eq:flat}\\
P&\simeq P(k_N)\left[1+\frac{2\pi\delta}{a^2+\pi^2}\right]. \label{eq:tilt}
\end{align}
The sampled spectrum arrives at Nyquist with zero slope, as it must, being smooth, even and periodic. The Lorentzian is still falling, with
\begin{equation}
\frac{d\ln P}{d\ln k}\bigg|_{k_N}=-\frac{2k_N^2\xi^2}{1+k_N^2\xi^2}=-\frac{2\pi^2}{a^2+\pi^2}. \label{eq:slope}
\end{equation}
A levelling of the measured spectrum at the top of the band is thus not by itself evidence of a noise floor.

\subsection{Where the extra power comes from}

Sampling does not change the variance of the readings. Equation \eqref{eq:F} with $m=0$ says that $P_s$, integrated over the band, gives $R(0)=\sigma^2$. The Lorentzian gives less over the same band:
\begin{equation}
\int_{-k_N}^{k_N}\frac{dk}{2\pi}P(k)=\frac{2\sigma^2}{\pi}\int_0^{k_N}\frac{\xi\,dk}{1+k^2\xi^2}
=\frac{2\sigma^2}{\pi}\arctan\frac{\pi}{a}. \label{eq:var}
\end{equation}
The missing fraction, $1-(2/\pi)\arctan(\pi/a)=(2/\pi)\arctan(a/\pi)\simeq2a/\pi^2$ for small $a$, is the power that lies beyond Nyquist and is folded back.

\subsection{Numbers for a resist edge}

Take $\sigma=1.2$ nm, $\xi=15$ nm and $\Delta=4$ nm. Then $a=4/15=0.2667$, $\sinh a=0.26984$, $\cosh a=1.03577$ and $\sigma^2\Delta=5.76\ \mathrm{nm^3}$. At Nyquist, $k_N\xi=0.7854\times15=11.78$, and
\begin{align}
P_s(k_N)&=5.76\times\frac{0.26984}{2.03577}=0.7635\ \mathrm{nm^3},\nonumber\\
P(k_N)&=\frac{2\times1.44\times15}{1+11.78^2}=0.309\ \mathrm{nm^3}. \label{eq:num}
\end{align}
Their ratio is $2.471$, just above the bound \eqref{eq:bound}. Images beyond the first two supply $19\,\%$ of the sampled value. Across the band:

\begin{center}
\begin{tabular}{cccc}
$f/f_N$ & $P$ ($\mathrm{nm^3}$) & $P_s$ ($\mathrm{nm^3}$) & $P_s/P$\\
0.10 & 18.09 & 18.35 & 1.014\\
0.25 & 4.465 & 4.729 & 1.059\\
0.50 & 1.210 & 1.501 & 1.240\\
0.75 & 0.546 & 0.892 & 1.632\\
0.90 & 0.381 & 0.782 & 2.054\\
1.00 & 0.309 & 0.764 & 2.471
\end{tabular}
\end{center}

Over the last tenth of the band the Lorentzian drops by $19\,\%$ of its value at $0.9f_N$, and the sampled spectrum by $2.4\,\%$. The logarithmic slopes at Nyquist are $-1.99$ and $0$. The excess reaches $10\,\%$ at $0.33f_N$, or $0.041$ cycles/nm. Since $f_N=1/2\Delta$, keeping it below $10\,\%$ up to a frequency $f$ requires $\Delta\lesssim0.16/f$ at this value of $a$. For $a\ll1$ the dense limit \eqref{eq:dense} reaches $1.1$ at $\theta=1.06$, and $\Delta=\theta/2\pi f$ then gives $\Delta\lesssim0.17/f$. Both conditions are for ideal point sampling of this model with $a$ small. For larger $a$ the condition is stricter, and by \eqref{eq:r0} the excess passes $10\,\%$ even at zero frequency once $a$ exceeds about $1.1$.

With $\Delta$ halved and the edge unchanged, $0.125$ cycles/nm lies at $\theta=\pi/2$. The dense limit \eqref{eq:dense} gives $\pi^2/8=1.234$ there, and the full formula $1.235$. Of the total variance $1.44\ \mathrm{nm^2}$, the Lorentzian holds $1.362\ \mathrm{nm^2}$ within the original band; the remaining $5.4\,\%$ is folded. This small share matters near Nyquist because the spectrum itself is small there.

Synthetic edges give an independent test. One thousand periodic edges of length $2048$ nm were built from the Lorentzian on a grid $64$ times finer than $\Delta$, and every 64th point was kept. Over the top 20 frequencies below Nyquist their mean periodogram exceeded the Lorentzian by a factor $2.274$; \eqref{eq:main} gives $2.282$.

\subsection{Effect on a fitted correlation length}

For a Gaussian edge and a long record, the periodogram at each frequency strictly between zero and Nyquist is nearly exponentially distributed, with mean $P_s$. The negative log-likelihood of a model spectrum $S(k)$ is then a sum of $\ln S+I/S$, with $I$ the periodogram; this is the Whittle criterion. On average $I$ becomes $P_s$. The derivative of $\ln S+P_s/S$ with respect to $S$ is $(S-P_s)/S^2$, so each term is least at $S=P_s$. A fit of \eqref{eq:main} therefore has its minimum at the true parameters, while a fit of the Lorentzian does not.

Writing $S=P_se^{\epsilon}$, each term is $\ln P_s+\epsilon+e^{-\epsilon}\simeq\ln P_s+1+\epsilon^2/2$. The criterion weighs relative errors equally at all frequencies, and half of the frequencies lie in the upper half of the band, where the excess is $24\,\%$ or more. The Lorentzian tail is $2\sigma^2/(\xi k^2)$ and its plateau $2\sigma^2\xi$; a shorter $\xi$ lifts the tail relative to the plateau. For the example, the Lorentzian fitted over all 255 frequencies between zero and Nyquist gives $\xi=10.6$ nm, $29\,\%$ below the true $15$ nm, and $\sigma=1.25$ nm. The same fit to the synthetic edges gives $10.7$ nm and $1.25$ nm. The error belongs to this fitting range, this weighting and a model without a floor. Over the lower half of the band alone the Lorentzian gives $\xi=13.8$ nm. With a free constant added and the full band fitted, it gives $\xi=15.7$ nm, and the aliased power appears as a spurious noise floor of $0.40\ \mathrm{nm^3}$.

\subsection{Real scanning electron measurements}

The values of $\sigma$, $\xi$ and $\Delta$ above are illustrative, chosen to be of a realistic order for lines in extreme-ultraviolet resist. A real measurement is not ideal, noise-free point sampling. Suppose that edge detection adds an error of rms $\sigma_n$, independent from sample to sample. It contributes only to $m=0$ in \eqref{eq:ps}, hence a floor $\sigma_n^2\Delta$. For a rough $\sigma_n=0.5$ nm this is $1.0\ \mathrm{nm^3}$, more than the whole aliased signal at Nyquist.

The beam also has a finite width. If the detected position is the true one averaged along the edge with a Gaussian of standard deviation $s$, the spectrum is multiplied by $e^{-k^2s^2}$ before it is folded. A beam of $2.5$ nm full width at half maximum has $s=1.06$ nm, and the factor at $k_N$ is $0.50$. The two leading images are each halved, and their sum nearly equals one unblurred Lorentzian: the ratio falls from $2.47$ to $1.00$. This agreement is an accident of the chosen width and does not mean that aliasing is absent. With blur and noise together the ratio is $4.2$, most of it noise. If instead each reading averages the edge uniformly over a full interval $\Delta$, the factor is $[\sin(\theta/2)/(\theta/2)]^2$, equal to $4/\pi^2=0.41$ at Nyquist, and the ratio is $0.82$. The bound \eqref{eq:bound} thus applies to point sampling, and a fit to real data needs the blur inside the image sum and the noise floor outside it.

Two further effects change the Nyquist ratio less in this example. For a finite record, the weight in \eqref{eq:per} adds $-(2\Delta\sigma^2/N)\sum_{m\ge1}m(-\rho)^m$ at Nyquist, where terms of order $\rho^N$ are dropped. Since $\sum_{m\ge1} mz^m=z/(1-z)^2$, this is
\begin{equation}
\frac{2\Delta\sigma^2}{N}\,\frac{\rho}{(1+\rho)^2}=0.0055\ \mathrm{nm^3}\qquad(N=512), \label{eq:finite}
\end{equation}
or $0.7\,\%$ of $P_s(k_N)$. The exponential model also fixes the roughness exponent at $1/2$. With the spectral shape $(1+k^2\xi^2)^{-(\alpha+1/2)}$ and $\alpha=0.7$, the steeper tail weakens the distant images and the Nyquist ratio becomes $2.24$, still above the general minimum of $2$. The spectra themselves change much more: at the same $\sigma$ and $\xi$, both $P$ and $P_s$ at Nyquist fall by more than half. Finally, the $k^{-2}$ tail makes the mean square slope, $\int k^2P\,dk/2\pi$, diverge. A real edge must have a short-wavelength cutoff, so the dense limit $\pi^2/4$ holds only while $\Delta$ stays far above that cutoff length. The approach is slow, because the distant images are the first to be removed. For a Gaussian cutoff $e^{-k^2s^2}$ in this example, the Nyquist ratio to the true spectrum is $2.11$ at $\Delta=10s$ and $2.42$ at $\Delta=100s$.

\section*{Calculated quantities}
\begin{verbatim}
rms roughness sigma = 1.20 nm
correlation length xi = 15.0 nm
sampling interval delta = 4.0 nm
samples = 512, edge length = 2048 nm
a = delta/xi = 0.2667
sinh a = 0.26984, cosh a = 1.03577
Nyquist frequency = 0.1250 cycles/nm = 0.7854 rad/nm
zero frequency: Lorentzian 43.200 nm^3, sampled 43.456 nm^3
f/f_Nyquist, Lorentzian (nm^3), sampled (nm^3), ratio:
  0.10  18.0911  18.3481  1.0142
  0.25  4.4654  4.7291  1.0591
  0.50  1.2102  1.5006  1.2400
  0.75  0.5464  0.8918  1.6323
  0.90  0.3809  0.7823  2.0539
  1.00  0.3090  0.7635  2.4706
dense-sampling limit pi^2/4 = 2.4674
share of Nyquist value from images beyond the first two = 19.0 %
10 % excess reached at f/f_Nyquist = 0.329, f = 0.0411 cycles/nm
log slope at Nyquist: Lorentzian -1.986, sampled 0.000
Nyquist ratio against delta/xi:
  0.1  2.4678
  0.5  2.4785
  1.0  2.5115
  2.0  2.6408
  4.0  3.1174
ratio at 0.1250 cycles/nm with delta halved = 1.2353
variance in band: sampled 1.4400 nm^2, Lorentzian 1.3624 nm^2
folded variance = 5.39 %
synthetic edges = 1000, top 20 bins: ratio 2.274, formula 2.282
Lorentzian fit to sampled formula: xi = 10.63 nm, sigma = 1.246 nm
Lorentzian fit to synthetic edges: xi = 10.68 nm, sigma = 1.248 nm
error of fitted xi = -29.1 %
Neglected effects, at the Nyquist frequency:
beam FWHM = 2.5 nm, standard deviation = 1.062 nm
with beam blur: 0.3085 nm^3, ratio to Lorentzian 0.998
with averaging over delta: 0.2542 nm^3, ratio 0.823
noise rms = 0.50 nm, noise floor = 1.000 nm^3
blur and noise together: ratio to Lorentzian = 4.234
finite-length bias = 0.00553 nm^3 = 0.72 %
roughness exponent 0.7: aliasing ratio = 2.244
\end{verbatim}
